# Choosing the Local Channel of Separable Pseudopotentials and Detecting Ghost States: verification in Python

```python
"""Ghost states of separable pseudopotentials, tested on the zinc atom (LDA).

Result under test: for H = T + V_loc + |chi><chi|/D with chi=(V_l-V_loc)u_l and
D=<u_l|V_l-V_loc|u_l>, the number of ghosts below the reference energy eps is
  (1) the number of eigenvalues of H below eps,
  (2) n_loc-1 for D>0 or n_loc for D<0, n_loc = levels of T+V_loc below eps,
  (3) (theta_KB-theta_AE)/pi + n_core at eps, where
      theta(E) = pi*N_D(E) - arctan(R*L(E)), L = u'(R)/u(R),
      N_D = number of levels below E with u(R)=0 (AE = all-electron).
Internal units: hartree and bohr. Printed units: eV and nm.
Radial functions u(r) are expanded in spectral elements (Gauss-Lobatto nodes).
"""
import numpy as np
from numpy.polynomial import polynomial as poly
from numpy.polynomial.legendre import Legendre
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.special import logsumexp
from pyscf import gto, dft
from pyscf.dft import libxc

EV = const.physical_constants["Hartree energy in eV"][0]
NM = const.physical_constants["Bohr radius"][0] * 1e9
Z = 30
ORDER = 16
EDGES = np.array([0, .05, .15, .35, .7, 1.2, 2.1, 3.0, 4.5, 7, 11, 17, 25.])
CUT, MATCH = 6, 7                      # edge numbers of cutoff and matching radius
RC, R = EDGES[CUT], EDGES[MATCH]
NAMES = "spd"
N_CORE = [3, 2, 0]

# ---------- spectral elements ----------
P = Legendre.basis(ORDER)
X = np.concatenate(([-1.], np.sort(P.deriv().roots().real), [1.]))
W = 2 / (ORDER * (ORDER + 1) * P(X)**2)
gap = X[:, None] - X[None, :]
np.fill_diagonal(gap, 1.0)
DIFF = P(X)[:, None] / P(X)[None, :] / gap
np.fill_diagonal(DIFF, 0.0)
DIFF[0, 0] = -ORDER * (ORDER + 1) / 4
DIFF[-1, -1] = ORDER * (ORDER + 1) / 4


def radial_mesh(edges):
    """Nodes, weights and stiffness matrix; the node r=0 is dropped (u=0)."""
    size = ORDER * (len(edges) - 1) + 1
    r, w, k = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        h = edges[e + 1] - edges[e]
        part = slice(e * ORDER, (e + 1) * ORDER + 1)
        r[part] = edges[e] + (X + 1) * h / 2
        w[part] += W * h / 2
        k[part, part] += DIFF.T @ (W[:, None] * DIFF) * 2 / h
    return r[1:], w[1:], k[1:, 1:]


r, w, K = (a[..., :-1] for a in radial_mesh(EDGES))
K = K[:-1, :]
r_in, w_in, K_in = radial_mesh(EDGES[:MATCH + 1])
r_cut, w_cut, _ = radial_mesh(EDGES[:CUT + 1])
n_in, i_cut = len(r_in), len(r_cut) - 1


def hamiltonian(l, v, inside=False):
    rr, ww, kk = (r_in, w_in, K_in) if inside else (r, w, K)
    return (0.5 * kk / np.sqrt(np.outer(ww, ww))
            + np.diag(v[:len(rr)] + l * (l + 1) / (2 * rr**2)))


# ---------- all-electron atom ----------
occupations = {0: [2, 2, 2, 2], 1: [6, 6], 2: [10]}
V = -Z / r / (1 + 0.53625 * r * Z**(1 / 3) / 0.8853)**2
for iteration in range(250):
    shell_density = np.zeros_like(r)
    for l, occ in occupations.items():
        _, c = np.linalg.eigh(hamiltonian(l, V))
        for k, f in enumerate(occ):
            shell_density += f * c[:, k]**2 / w
    r_hartree = Z * r / EDGES[-1] + np.linalg.solve(K, w * shell_density / r)
    rho = np.ascontiguousarray(shell_density / (4 * np.pi * r**2))
    v_xc = np.ravel(libxc.eval_xc("lda,vwn", rho)[1][0])
    V_new = (-Z + r_hartree) / r + v_xc
    residual = np.max(np.abs(r * (V_new - V)))
    V = V + 0.3 * (V_new - V)
    if residual < 1e-8:
        break
assert residual < 1e-6

eps, u_ae, core_top = [], [], []
for l in range(3):
    e, c = np.linalg.eigh(hamiltonian(l, V))
    orbital = c[:, N_CORE[l]] / np.sqrt(w)
    eps.append(e[N_CORE[l]])
    u_ae.append(orbital * np.sign(orbital[i_cut]))
    if N_CORE[l]:
        core_top.append(e[N_CORE[l] - 1])

# Independent Gaussian-basis atom, without and with scalar relativity
mol = gto.M(atom="Zn", basis="unc-def2-tzvp", verbose=0)


def gaussian_levels(relativistic):
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.chkfile = None
    if relativistic:
        mf = mf.sfx2c1e()
    mf.kernel()
    assert mf.converged
    return mf.mo_energy[14], np.mean(mf.mo_energy[9:14])


gauss_s, gauss_d = gaussian_levels(False)
rel_s, rel_d = gaussian_levels(True)
assert abs(gauss_s - eps[0]) * EV < 0.1      # finite Gaussian basis
assert abs(gauss_d - eps[2]) * EV < 0.1


# ---------- Troullier-Martins pseudopotentials ----------
def pseudize(l):
    q, e, u = l + 1, eps[l], u_ae[l]
    element = slice((CUT - 1) * ORDER - 1, CUT * ORDER)
    d = DIFF * 2 / (EDGES[CUT] - EDGES[CUT - 1])
    slope = (d @ u[element])[-1]
    v0, v1, v2 = V[i_cut], (d @ V[element])[-1], (d @ d @ V[element])[-1]
    p0 = np.log(u[i_cut] / RC**q)
    p1 = slope / u[i_cut] - q / RC
    p2 = 2 * (v0 - e) - 2 * q / RC * p1 - p1**2
    p3 = 2 * v1 + 2 * q / RC**2 * p1 - 2 * q / RC * p2 - 2 * p1 * p2
    p4 = (2 * v2 - 4 * q / RC**3 * p1 + 4 * q / RC**2 * p2
          - 2 * q / RC * p3 - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1 * RC, p2 * RC**2, p3 * RC**3, p4 * RC**4])

    def column(m):
        return np.array([np.prod([m - j for j in range(k)]) for k in range(5)],
                        dtype=float)
    powers = [0, 6, 8, 10, 12]
    matrix = np.column_stack([column(m) for m in powers])

    def coefficients(a2):
        a4 = -a2**2 / (2 * l + 5)
        a = np.zeros(13)
        a[powers] = np.linalg.solve(matrix, target - a2 * column(2) - a4 * column(4))
        a[2], a[4] = a2, a4
        return a
    log_norm = np.log(np.sum(w_cut * u[:i_cut + 1]**2))

    def mismatch(a2):
        exponent = 2 * poly.polyval(r_cut / RC, coefficients(a2)) + 2 * q * np.log(r_cut)
        return logsumexp(exponent, b=w_cut) - log_norm
    trial = np.arange(-150, 40, 0.5)
    values = np.array([mismatch(a) for a in trial])
    k = np.where((values[:-1] > 0) & (values[1:] <= 0))[0][0]
    a = coefficients(brentq(mismatch, trial[k], trial[k + 1], xtol=1e-13))
    s = r_cut / RC
    dp = poly.polyval(s, poly.polyder(a)) / RC
    ddp = poly.polyval(s, poly.polyder(a, 2)) / RC**2
    u_new, v_new = u.copy(), V.copy()
    u_new[:i_cut + 1] = r_cut**q * np.exp(poly.polyval(s, a))
    v_new[:i_cut + 1] = e + q * dp / r_cut + (ddp + dp**2) / 2
    return u_new, v_new


u_ps, v_ps = zip(*[pseudize(l) for l in range(3)])
for l in range(3):
    assert abs(np.linalg.eigvalsh(hamiltonian(l, v_ps[l]))[0] - eps[l]) < 1e-5
    assert abs(np.sum(w * u_ps[l]**2) - 1) < 1e-6


# ---------- logarithmic derivative and continuous phase ----------
class Inside:
    def __init__(self, h):
        self.neumann, c = np.linalg.eigh(h)
        self.surface = c[-1]**2 / w_in[-1]
        self.dirichlet = np.linalg.eigvalsh(h[:-1, :-1])

    def log_derivative(self, energy):
        energy = np.atleast_1d(energy)
        return 2 / np.sum(self.surface / (self.neumann - energy[:, None]), axis=1)

    def theta(self, energy):
        energy = np.atleast_1d(energy)
        count = np.sum(self.dirichlet < energy[:, None], axis=1)
        return np.pi * count - np.arctan(R * self.log_derivative(energy))


def check_slope(inside, energy, u):
    step = 1e-3
    up, down = inside.theta(energy + step)[0], inside.theta(energy - step)[0]
    norm = np.sum(w_in * u[:n_in]**2)
    expected = (2 * R * norm / u[n_in - 1]**2
                * np.cos(inside.theta(energy)[0])**2)
    assert abs((up - down) / (2 * step) / expected - 1) < 5e-3


ae_inside = [Inside(hamiltonian(l, V, True)) for l in range(3)]
for l in range(3):
    check_slope(ae_inside[l], eps[l], u_ae[l])

# ---------- all choices of the local potential ----------
scan = np.arange(-60, 20.01, 0.25) / EV
assert max(core_top) < scan[0]
cases, ghosts, score = {}, [], {}
for loc in range(3):
    total, worst = 0, 0.0
    for l in range(3):
        if l == loc:
            continue
        dv = v_ps[l] - v_ps[loc]
        dv[i_cut:] = 0.0
        chi = dv * u_ps[l]
        D = np.sum(w * u_ps[l] * chi)
        b = np.sqrt(w) * chi
        h_loc = hamiltonian(l, v_ps[loc])
        e_loc, c_loc = np.linalg.eigh(h_loc)
        e_kb, c_kb = np.linalg.eigh(h_loc + np.outer(b, b) / D)
        assert np.min(np.abs(e_kb - eps[l])) < 1e-5
        secular = np.sum((c_loc.T @ b)**2 / (e_kb[0] - e_loc))
        assert abs(secular / D - 1) < 1e-5
        b_in = np.sqrt(w_in) * chi[:n_in]
        inside = Inside(hamiltonian(l, v_ps[loc], True) + np.outer(b_in, b_in) / D)

        def excess(energy):
            return ((inside.theta(energy) - ae_inside[l].theta(energy)) / np.pi
                    + N_CORE[l])
        by_spectrum = int(np.sum(e_kb < eps[l] - 1e-4))
        by_rule = int(np.sum(e_loc < eps[l])) - int(D > 0)
        at_reference = excess(eps[l])[0]
        assert by_spectrum == by_rule
        assert abs(at_reference - by_spectrum) < 1e-3
        check_slope(inside, eps[l], u_ps[l])
        curve = excess(scan)
        near = (scan * EV >= -20) & (scan * EV <= 10)
        worst = max(worst, np.max(np.abs(curve[near])))
        total += by_spectrum
        cases[loc, l] = dict(D=D, chi=chi, e_loc=e_loc, e_kb=e_kb, c_kb=c_kb,
                             inside=inside, g=by_spectrum, curve=curve,
                             ref=at_reference, e_proj=np.sum(b**2) / D)
        ghosts += [(e_kb[k], loc, l) for k in range(by_spectrum)]
    score[loc] = (total, worst)
best = min(score, key=score.get)
assert ghosts and score[best][0] == 0

# ---------- deepest ghost ----------
e_ghost, g_loc, g_l = min(ghosts)
case = cases[g_loc, g_l]
e_neumann, e_dirichlet = case["inside"].neumann[0], case["inside"].dirichlet[0]
assert e_neumann - 1e-8 < e_ghost < e_dirichlet + 1e-8
ghost_weight = case["c_kb"][:, 0]**2
below = scan < eps[g_l]
visible = int(np.sum(np.abs(np.sin(np.pi * case["curve"][below])) > 0.1))
margin = np.min(np.abs(case["e_loc"] - eps[g_l]))


def integrate_outward(l, energy, v, chi, D, charge, start):
    """R*u'(R)/u(R) by direct integration of the (non)local radial equation."""
    table = np.column_stack([r * v, chi])
    pieces = []
    for k in range(MATCH):
        part = slice(max(k * ORDER - 1, 0), (k + 1) * ORDER)
        pieces.append(BarycentricInterpolator(r[part], table[part]))

    def rhs(x, y):
        k = min(int(np.searchsorted(EDGES, x, side="right")) - 1, MATCH - 1)
        rv, source = np.ravel(pieces[k](x))
        q = l * (l + 1) / x**2 + 2 * (rv / x - energy)
        return [y[1], q * y[0], y[3], q * y[2] + 2 * source,
                source * y[0], source * y[2]]
    n = l + 1
    first = [1 - charge * start / n, n / start - charge * (n + 1) / n, 0, 0, 0, 0]
    y = solve_ivp(rhs, (start, R), first, method="DOP853",
                  rtol=1e-9, atol=1e-12).y[:, -1]
    mix = y[4] / (D - y[5])
    return R * (y[1] + mix * y[3]) / (y[0] + mix * y[2])


shoot_error = 0.0
for energy in (-0.4, 0.3):
    direct = integrate_outward(g_l, energy, v_ps[g_loc], case["chi"], case["D"], 0, 1e-3)
    matrix = R * case["inside"].log_derivative(energy)[0]
    shoot_error = max(shoot_error, abs(np.sin(np.arctan(direct) - np.arctan(matrix))))
    direct = integrate_outward(g_l, energy, V, 0 * r, 1.0, Z, 1e-4)
    matrix = R * ae_inside[g_l].log_derivative(energy)[0]
    shoot_error = max(shoot_error, abs(np.sin(np.arctan(direct) - np.arctan(matrix))))
assert shoot_error < 1e-3                 # start of integration at finite radius

# First-order spin-orbit splitting of 3d (neglected in the model)
v_slope = (np.gradient(r * V, r) - V) / r
spin_orbit = 2.5 * const.alpha**2 / 2 * np.sum(w * u_ae[2]**2 * v_slope / r)

# ---------- output ----------
print("Zinc atom, nonrelativistic LDA (VWN); Z =", Z)
print(f"cutoff radius {RC*NM:.4f} nm; matching radius {R*NM:.4f} nm")
print(f"box radius {EDGES[-1]*NM:.3f} nm; SCF iterations {iteration+1}")
for l, name in enumerate(("4s", "4p", "3d")):
    inner = np.sum(w_cut * u_ae[l][:i_cut + 1]**2)
    print(f"{name}: level {eps[l]*EV:.3f} eV; norm inside cutoff {inner:.4f}")
    print(f"   pseudopotential at innermost node {v_ps[l][0]*EV:.2f} eV")
print(f"Gaussian-basis check: 4s {gauss_s*EV:.3f} eV, 3d {gauss_d*EV:.3f} eV")
print(f"highest core levels: 3s {core_top[0]*EV:.2f} eV, 3p {core_top[1]*EV:.2f} eV")
print("scan: -60 to 20 eV, step", f"{(scan[1]-scan[0])*EV:.2f} eV")
print("excess = (theta_KB-theta_AE)/pi + n_core, dimensionless")
for (loc, l), c in cases.items():
    a, k = c["e_loc"] * EV, c["e_kb"] * EV
    print(f"local {NAMES[loc]}, channel {NAMES[l]}: ghosts below reference {c['g']}")
    print(f"   projector energy {c['e_proj']*EV:.2f} eV")
    print(f"   local levels {a[0]:.3f}, {a[1]:.3f}, {a[2]:.3f} eV")
    print(f"   separable levels {k[0]:.3f}, {k[1]:.3f} eV")
    print(f"   excess at -60 eV, reference, 20 eV: {c['curve'][0]:.3f},"
          f" {c['ref']:.3f}, {c['curve'][-1]:.3f}")
for loc in range(3):
    print(f"local {NAMES[loc]}: total ghosts {score[loc][0]},"
          f" max |excess| (-20 to 10 eV) {score[loc][1]:.3f}")
print("selected local potential:", NAMES[best])
print(f"deepest ghost: local {NAMES[g_loc]}, channel {NAMES[g_l]}, {e_ghost*EV:.3f} eV")
print(f"   zero of L at {e_neumann*EV:.4f} eV, pole at {e_dirichlet*EV:.4f} eV")
print(f"   pole-zero width {(e_dirichlet-e_neumann)*EV:.3g} eV")
print(f"   mean radius {np.sum(ghost_weight*r)*NM:.4f} nm")
print(f"   scan points below reference with |sin(phase diff)|>0.1: {visible}"
      f" of {int(np.sum(below))}")
print(f"   reference to nearest local level: {margin*EV:.3f} eV")
print(f"largest direct-integration phase error {shoot_error:.1e} rad")
print(f"scalar-relativistic shift: 4s {(rel_s-gauss_s)*EV:.3f} eV,"
      f" 3d {(rel_d-gauss_d)*EV:.3f} eV")
print(f"first-order 3d spin-orbit splitting {spin_orbit*EV:.3f} eV")
print("OK")
```

Output:

```
Zinc atom, nonrelativistic LDA (VWN); Z = 30
cutoff radius 0.1111 nm; matching radius 0.1588 nm
box radius 1.323 nm; SCF iterations 53
4s: level -6.061 eV; norm inside cutoff 0.3328
   pseudopotential at innermost node 48.60 eV
4p: level -1.274 eV; norm inside cutoff 0.1073
   pseudopotential at innermost node 0.22 eV
3d: level -10.856 eV; norm inside cutoff 0.9621
   pseudopotential at innermost node -379.94 eV
Gaussian-basis check: 4s -6.062 eV, 3d -10.886 eV
highest core levels: 3s -124.44 eV, 3p -82.24 eV
scan: -60 to 20 eV, step 0.25 eV
excess = (theta_KB-theta_AE)/pi + n_core, dimensionless
local s, channel p: ghosts below reference 0
   projector energy 81.98 eV
   local levels -1.403, 0.420, 1.332 eV
   separable levels -1.274, 0.428 eV
   excess at -60 eV, reference, 20 eV: 0.000, 0.000, -0.000
local s, channel d: ghosts below reference 0
   projector energy -286.06 eV
   local levels 0.645, 1.438, 2.625 eV
   separable levels -10.856, 0.648 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.066
local p, channel s: ghosts below reference 0
   projector energy 1706.04 eV
   local levels -6.537, -0.009, 0.724 eV
   separable levels -6.061, 0.040 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.009
local p, channel d: ghosts below reference 0
   projector energy -250.34 eV
   local levels 0.645, 1.440, 2.632 eV
   separable levels -10.856, 0.648 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.088
local d, channel s: ghosts below reference 1
   projector energy 401.94 eV
   local levels -232.766, -19.415, -1.050 eV
   separable levels -70.155, -6.061 eV
   excess at -60 eV, reference, 20 eV: 1.000, 1.000, 0.993
local d, channel p: ghosts below reference 0
   projector energy 371.69 eV
   local levels -119.359, -0.619, 0.493 eV
   separable levels -1.274, 0.428 eV
   excess at -60 eV, reference, 20 eV: 0.000, 0.000, -0.001
local s: total ghosts 0, max |excess| (-20 to 10 eV) 0.044
local p: total ghosts 0, max |excess| (-20 to 10 eV) 0.056
local d: total ghosts 1, max |excess| (-20 to 10 eV) 1.000
selected local potential: s
deepest ghost: local d, channel s, -70.155 eV
   zero of L at -70.1571 eV, pole at -70.1524 eV
   pole-zero width 0.00473 eV
   mean radius 0.0232 nm
   scan points below reference with |sin(phase diff)|>0.1: 0 of 216
   reference to nearest local level: 5.011 eV
largest direct-integration phase error 1.4e-07 rad
scalar-relativistic shift: 4s -0.155 eV, 3d 0.411 eV
first-order 3d spin-orbit splitting 0.362 eV
OK
```
